Scaled nonlinear susceptibility in Landau theory and a freezing spherical glass

**What a growing χ3 does not tell**

Suppose the polarization of a crystal is measured in weak fields and written as

P = χ1 E + χ3 E³ + …

On cooling from 300 K to 202 K, χ3 grows by a factor of 69. It is tempting to announce a collective freezing of dipoles. But a plain Landau ferroelectric with a constant quartic coefficient does the same. In the model computed below, χ3 goes from −1.975×10⁻⁷ to −1.368×10⁻⁵ K⁻³ because χ1 grows by 150/52, and (150/52)⁴ = 69. Nothing but the linear response has changed.

Dividing by χ1⁴ removes this effect. The quantity to study is

a3 = χ3/χ1⁴.

I measure energies in kelvin (k_B = 1). E is the field times the dipole moment, also in kelvin, and P is dimensionless, per site. Then χ1 is in K⁻¹, χ3 in K⁻³ and a3 in K. The sign of χ3 is that of the expansion above.

**Stage 1: Landau theory**

Take the free energy

F = A P²/2 + B P⁴/4 + C P⁶/6 − E P.

Its minimum obeys

E = A P + B P³ + C P⁵.

In the paraelectric phase P = 0 at E = 0, with A > 0. Insert P = χ1 E + χ3 E³ and collect powers of E:

order E: A χ1 = 1
order E³: A χ3 + B χ1³ = 0.

The C term starts at order E⁵ and does not enter. Therefore

χ1 = 1/A, χ3 = −B/A⁴, a3 = −B.

The coefficient is that of P⁴/4; if the free energy is written with B̃P⁴ instead, B = 4B̃ and a3 = −4B̃. A temperature-independent B gives a temperature-independent a3. A negative B, as in a Landau model of a first-order transition, gives a positive a3.

The argument used nothing about F except that E(P) is odd and smooth at P = 0. So, for any such equation of state, a3 is minus the coefficient of P³ in E(P). I use this for the glass.

*Limit check: below the transition.* The result needs the paraelectric phase. Let C = 0, B > 0, A < 0, and take a single domain with P0² = −A/B. With P = P0 + x,

E = a x + b x² + c x³,
a = A + 3BP0² = 2BP0², b = 3BP0, c = B.

Put x = χ1E + χ2E² + χ3E³. The three orders give

a χ1 = 1
a χ2 + b χ1² = 0, so χ2 = −b/a³
a χ3 + 2b χ1χ2 + c χ1³ = 0, so χ3 = 2b²/a⁵ − c/a⁴.

Multiplying by a⁴ = 1/χ1⁴,

a3 = 2b²/a − c = 18B²P0²/(2BP0²) − B = 8B.

With B = 100 K the numerical solution gives −100 K at 300, 202 and 160 K, and +800 K in the ordered phase at 140 K. In this model a3 jumps and changes sign at the transition, but does not diverge.

**Stage 2: free vectors on one large sphere**

Now replace the Landau function by a microscopic model. Let N vectors S_i, each with n components, share one constraint,

Σ|S_i|² = nN.

Individual lengths may vary; this is the spherical approximation. First there are no couplings, only a field E along z.

The constraint can be written as an integral over a multiplier ζ of exp[ζ(nN − Σ|S_i|²)/(2T)]. After the Gaussian integration over the vectors, the exponent is proportional to N, so for large N the integral is fixed by its stationary point. There the constraint holds on average. For given ζ, each component has variance T/ζ and the z component has mean P = E/ζ. Hence

n = nT/ζ + E²/ζ² = nT/ζ + P².

This gives ζ = T/(1 − P²/n), and since E = ζP,

E = TP/(1 − P²/n) = TP + (T/n)P³ + …

So a3 = −T/n. This background is entropic: polarizing the vectors uses up part of the fixed sum of squared lengths and leaves less for fluctuations. It is not a sign of freezing.

**Stage 3: random couplings**

Let the energy be

H = −½ Σ_ij J_ij S_i·S_j − Σ_i h_i·S_i − E Σ_i S_iz.

The couplings J_ij are Gaussian with mean J0/N and variance J²/N. The random fields h_i have zero mean and variance Δ per component. The limit E → 0 is always taken after N → ∞, so that the spacing of individual eigenvalues is never resolved.

Write the coupling matrix as K = M + J0 u uᵀ, where M has zero mean and u = (1,…,1)/√N. At fixed ζ the weight is Gaussian, with

mean = (ζ − K)⁻¹ f, covariance = T(ζ − K)⁻¹,

for each component, f being the total field on that component. ζ must lie above the largest eigenvalue of K.

*The resolvent.* Define g = (1/N) Tr(ζ − M)⁻¹. Eliminating all sites but one expresses a diagonal element of the inverse as

G_ii = 1/(ζ − M_ii − Σ_jk M_ij G⁽ⁱ⁾_jk M_ki),

where G⁽ⁱ⁾ is the inverse with site i removed. M_ij is independent of G⁽ⁱ⁾, so for large N the sum tends to J²g, while M_ii vanishes as 1/√N. Thus g = 1/(ζ − J²g), or

ζ = J²g + 1/g.

The root that behaves as 1/ζ at large ζ is the physical one. As ζ falls to its minimum 2J, the edge of the spectrum, g rises to 1/J. So 0 < g ≤ 1/J. Differentiating,

1 = (J² − 1/g²) dg/dζ, hence −dg/dζ = g²/(1 − J²g²) ≡ D.

D is the normalized trace of (ζ − M)⁻².

*The uniform field.* Let R = (ζ − M)⁻¹ and y = (ζ − K)⁻¹u. From (ζ − M)y = u + J0u(u·y),

y = Ru [1 + J0(u·y)].

The direction u is unrelated to the eigenvectors of M, so u·Ru → g and u·R²u → D. Projecting on u gives u·y = g/(1 − J0g), and then |y|² = D/(1 − J0g)². The uniform field is the vector E√N u, so

P = E g/(1 − J0g), which means E = P(1/g − J0).

The random fields add to P only a term of order 1/√N.

*The constraint.* The thermal variance contributes nNTg, the random fields nNΔD, and the uniform field NE²D/(1 − J0g)². Cross terms average to zero. Dividing by nN,

1 = Tg + [Δ + E²/(n(1 − J0g)²)] g²/(1 − J²g²).

Now define q = 1 − Tg. It is the fraction of the fixed sum of squared lengths carried by frozen averages, q = Σ|⟨S_i⟩|²/(nN), because Tg is the part carried by thermal fluctuations. With E/(1 − J0g) = P/g the constraint becomes

q(1 − J²g²) = Δg² + P²/n. (★)

*Limit check.* For J = J0 = Δ = 0, (★) gives q = P²/n and E = P/g = TP/(1 − P²/n), as in Stage 2.

*Check on explicit matrices.* With n = 3, J0/J = 0.6, T/J = 1.2, E/J = 0.5 and Δ = 0, the equations give P = 0.564. Averaging over 80 matrices of size 400 gives 0.556. The linear law would give 0.5/(1.2 − 0.6) = 0.83, so the comparison is made well inside the nonlinear regime. Cases below freezing and with random fields also agree within the tested 5%. The multiplier itself was tested on one matrix of size 200 by sampling vectors with the constraint strictly enforced: both methods give P = 0.503. The distance from 0.564 belongs to that finite sample, since both methods share it.

**Stage 4: the cubic coefficient of the glass**

In E = P(1/g − J0), the mean coupling J0 changes the linear coefficient and nothing else. The cubic coefficient, which I call B_g, is the derivative of 1/g = T/(1 − q) with respect to p = P² at p = 0:

B_g = [T/(1 − q)²] dq/dp, a3 = −B_g.

This formula locates the physics. P² acts as a driving term for the glass order q, and a3 measures how strongly q responds.

To find dq/dp, differentiate (★), using dg/dp = −(1/T)dq/dp:

(dq/dp)(1 − J²g²) + (2g/T)(J²q + Δ)(dq/dp) = 1/n.

At p = 0, (★) gives g²(J²q + Δ) = q, so the second term is 2q/(gT) = 2q/(1 − q) times dq/dp. Hence

B_g = T / { n(1 − q)² [1 − J²g² + 2q/(1 − q)] }.

**Stage 5: no random fields, J0 < J**

At Δ = 0 and P → 0, (★) leaves two possibilities: q = 0 or Jg = 1.

*Above T = J.* Here q = 0 and g = 1/T, which respects g ≤ 1/J. Then

χ1 = 1/(T − J0), B_g = T³/[n(T² − J²)].

*Below T = J.* The choice q = 0 would need g = 1/T > 1/J, which is not allowed. So g = 1/J and q = 1 − T/J. The linear susceptibility is constant, χ1 = 1/(J − J0). In B_g the bracket is 2q/(1 − q) and 1 − q = T/J, so

B_g = T/[2n q(1 − q)] = J²/[2n(J − T)].

Near freezing from above, T³/(T² − J²) → J³/[2J(T − J)]. Both sides therefore obey

a3 → −J²/(2n|T − J|),

while χ1 stays finite because J0 < J. In this model the Landau identity survives in form, as a3 is still minus the cubic coefficient of E(P). What fails is the assumption that this coefficient is regular in temperature.

*At T = J.* Now g = (1 − q)/J and 1 − J²g² = 2q − q². To leading order (★) reads 2q² = P²/n, so q = |P|/√(2n), and

E = (J − J0)P + J P|P|/√(2n) + …

There is no cubic term to extract. Inverting to the same order,

P = E/(J − J0) − J E|E|/[√(2n)(J − J0)³] + …

An apparent χ3, formed as (P − χ1E)/E³ at finite field, grows as 1/|E| when the field is reduced.

**Stage 6: two ways to lose the divergence**

*Random fields.* For Δ > 0, (★) at P = 0 gives q > 0 and 1 − J²g² = Δg²/q > 0. The bracket in B_g is then positive and a3 is finite at every T > 0. For weak fields at T = J, 2q² ≈ Δ/J², so q ≈ √(Δ/2)/J. The bracket is about 4q, and

B_g ≈ J/(4nq) = J²/[2n√(2Δ)].

*Strong mean coupling, J0 > J.* On cooling, χ1 = 1/(T − J0) diverges at T = J0, before the glass instability is reached. There

a3 = −J0³/[n(J0² − J²)],

which is finite. For J = 200 K, J0 = 260 K and n = 3 this is −260³/(3 × 27600) = −212 K. The numerical solution 0.026 K above J0 also gives −212 K, with χ1 already 38 K⁻¹. As in Landau theory, χ1 diverges while a3 stays finite. But a3 is not constant here: its size rises from 180 K at 300 K to 212 K at J0, and the limiting value grows without bound as J0 approaches J from above.

**Worked example**

Take n = 3, J = 200 K and J0 = 150 K, round model parameters. The Landau model of Stage 1 was given A = T − 150 K, so above 200 K its χ1 equals that of the glass. In that range linear response alone cannot separate the two; below 200 K it can, because the χ1 of the glass stops growing.

At T = 202 K, without random fields,

χ1 = 1/(202 − 150) = 0.01923 K⁻¹
a3 = −202³/[3(202² − 200²)] = −3417 K
χ3 = a3 χ1⁴ = −4.67×10⁻⁴ K⁻³.

At 300 K the same formula gives a3 = −180 K. Thus a3 grows 19-fold between 300 and 202 K, where the Landau value remains −100 K. In the glass χ3 grows by 69 × 19, about 1300; the factor 69 comes from the linear response and the factor 19 from the cubic coefficient B_g, which grows as freezing is approached.

At 198 K, a3 = −200²/(6 × 2) = −3333 K, close to the value 2 K above freezing, although χ1 no longer changes with temperature. At 100 K, |a3| has fallen to 67 K.

The high-temperature side needs care. At 400 K, a3 = −178 K, hardly different from the value at 300 K. Setting the derivative of T³/(T² − J²) to zero gives 3(T² − J²) = 2T², so |a3| has a minimum at T = √3 J = 346 K, with the value 173 K. Above it |a3| rises with temperature and approaches the entropic background T/n. A roughly flat a3 in this range is therefore compatible with a glass. Without random fields, freezing in this model shows as a growth of |a3| without bound as T approaches J, while χ1 stays finite. The rise alone is not enough: a3 does not depend on J0, so with J0 = 205 K its size also grows, from 180 K at 300 K to 1196 K at 206 K, but there χ1 diverges at 205 K and the transition is ferroelectric.

Now add random fields of strength √Δ = 10 K, which is 5% of J. At 202 K, a3 drops in size from 3417 to 515 K; at 400 K it changes by about 0.1%. The divergence becomes a peak of −516 K at 201.2 K. At T = J the weak-field law gives

−200²/(6 × √2 × 10) = −471 K,

against the full −514 K. The 9% difference is the next order in q. From (★) at T = J, with q0 = √(Δ/2)/J,

q²(2 − q) = 2q0²(1 − q)², so q ≈ q0(1 − 3q0/4).

The bracket is 4q + q² to this order and 1/(1 − q)² ≈ 1 + 2q. Collecting the corrections, B_g is multiplied by 1 + (3/4 + 2 − 1/4)q0 = 1 + 5q0/2. Here q0 = 0.035, which gives the 9%.

*Conversion to SI.* Let each site carry a moment scale μ and occupy a volume v. Then E = μE_SI/k_B and P = vP_SI/μ. Substituting in E = … + B_gP³ gives

a3(SI) = a3 k_B v³/μ⁴,

with P_SI = χ1E_SI + … and no vacuum permittivity taken out. Here P_SI is the polarization of the dipoles alone. A measured polarization also contains a background from the electrons and the lattice. If that background is linear and simply adds to the dipole polarization, it has to be subtracted from χ1 before dividing by χ1⁴; an anharmonic lattice contributes to χ3 as well, which this model leaves out. For μ = 2×10⁻²⁸ C m and v = 8×10⁻²⁷ m³, the 202 K value without random fields becomes −1.5×10¹³ V m⁵ C⁻³. These illustrative numbers describe a polar region about 2 nm across, not a single ion.

The field must be weak enough for the cubic term to stand alone, and close to freezing this is a severe demand. At 202 K and E = 1 K, which is 0.7 kV/cm for this μ, the ratio (P − χ1E)/(E³χ1⁴) is already about −2300 K instead of −3417 K.

**Where the conclusion applies**

The divergence is an equilibrium, static result for infinite-range couplings, one global length constraint, J0 < J and no random fields. The order of limits is N → ∞, then E → 0, then T → J. A finite peak in a3 does not rule out a glass with random couplings, since weak random fields are enough to round the divergence into such a peak. Nor does a growing χ3 by itself establish freezing, since the factor χ1⁴ alone can produce the growth. The numerical output below lists the computed values; the one at 206 K comes from the formula for B_g in Stage 5, and the one at E = 1 K from (★) together with E = P(1/g − J0).

Numbers as computed

```
Landau model: B = 100 K, C = 50 K, A = T - T0, T0 = 150 K
  T = 300 K: chi1 = 0.00667 1/K, chi3 = -1.9753e-07 1/K^3, a3 = -100.000 K
  T = 202 K: chi1 = 0.01923 1/K, chi3 = -1.3677e-05 1/K^3, a3 = -100.000 K
  T = 160 K: chi1 = 0.10000 1/K, chi3 = -1.0000e-02 1/K^3, a3 = -100.000 K
  ordered phase, T = 140 K, C = 0: P0 = 0.3162, a3 = 800.000 K
Random matrices: N = 400, 80 samples, n = 3, J0/J = 0.6
  T/J = 1.2, E/J = 0.5, Delta/J^2 = 0.0: P = 0.556 (theory 0.564), q = 0.187 (theory 0.193)
  T/J = 0.6, E/J = 0.5, Delta/J^2 = 0.0: P = 0.749 (theory 0.760), q = 0.507 (theory 0.523)
  T/J = 1.2, E/J = 0.5, Delta/J^2 = 0.3: P = 0.465 (theory 0.467), q = 0.281 (theory 0.281)
Hard constraint, one sample, N = 200, T/J = 1.2, E/J = 0.5: P = 0.503, multiplier P = 0.503
Glass: n = 3, J = 200 K, J0 = 150 K, random-field strength sqrt(Delta) = 0 or 10 K
  T (K) | chi1 (1/K) | chi3 (1/K^3) | a3 (K) | a3 (K), random fields
  400 | 0.00400 | -4.5511e-08 | -177.8 | -177.6
  300 | 0.00667 | -3.5556e-07 | -180.0 | -178.9
  220 | 0.01429 | -1.7598e-05 | -422.5 | -352.7
  202 | 0.01923 | -4.6737e-04 | -3417.3 | -515.3
  198 | 0.02000 | -5.3333e-04 | -3333.3 | -504.2
  180 | 0.02000 | -5.3333e-05 | -333.3 | -281.1
  100 | 0.02000 | -1.0667e-05 | -66.7 | -66.5
  T = 220 K with J0 = 50 K: a3 = -422.5 K
  -a3 |T-J| at T-J = +0.002 K: 6666.74 K^2 (limit 6666.67 K^2)
  -a3 |T-J| at T-J = -0.002 K: 6666.58 K^2 (limit 6666.67 K^2)
  T = J: coefficient of P|P| in E = 81.650 K
  T = J, sqrt(Delta) = 10 K: a3 = -514.4 K; weak-field law gives -471.4 K
  rounded peak: T = 201.2 K, a3 = -516.1 K
  smallest |a3| above freezing: 173.2 K near T = 346 K (sqrt(3) J = 346.4 K)
  J0 = 260 K, T-J0 = 0.026 K: chi1 = 38.46 1/K, a3 = -212.1 K
SI: moment = 2.0e-28 C m, volume = 8.0e-27 m^3, T = 202 K: a3 = -1.510e+13 V m^5/C^3
```
